# Longitudinal piezoelectric response of a PZT-5H film clamped by its substrate

## Problem

A poled film of the soft ceramic PZT-5H, 1000 nm thick, is bonded to a substrate. Axis 3 is both the poling direction and the film normal. A voltage of 0.1 V gives a field $E$ along the polarization. The usual tabulated room-temperature bulk constants are taken as inputs:

- compliances at constant field, in $10^{-12}\ \mathrm{m^2/N}$: $s_{11}=16.5$, $s_{12}=-4.78$, $s_{13}=-8.45$;
- piezoelectric coefficients: $d_{31}=-274$ pm/V, $d_{33}=593$ pm/V.

(a) The substrate is rigid, the top face is free, and the electrodes add no stiffness. Find the effective coefficient $d_{33,f}=S_3/E$, where $S_3$ is the thickness strain far from the film edges.

(b) Replace the rigid body by an elastic wafer with Young modulus $Y=150$ GPa, Poisson ratio $\nu=0.2$ and thickness $t_s=500$ µm. How far does the top face move when the back of the wafer is held flat and the electrode is a disc of radius 50 µm? What happens if the wafer is a free chip of radius 5 mm, electroded all over?

Strains are counted from the bonded, poled state, and the response is taken as linear.

## First estimate by scaling

A free film would grow thicker by $d_{33}E$ and shrink sideways by $|d_{31}|E$ in each in-plane direction. The substrate forbids the shrinkage, so it must stretch the film back by $|d_{31}|E$ in both directions. Stretching makes the film thinner.

Treat the two stretches as separate uniaxial pulls. A pull along axis 1 produces a thickness strain $s_{13}/s_{11}$ times the stretch, here $-8.45/16.5\approx-0.51$. Two pulls therefore remove about $2\times0.512\times274\approx281$ pm/V, which leaves

$$d_{33,f}\sim 593-281\approx 312\ \text{pm/V}.$$

For the small electrode of part (b), the same picture gives an in-plane stress per unit field of $|d_{31}|/s_{11}\approx16.6\ \mathrm{C/m^2}$. The film pulls on the wafer with a force per unit length equal to stress times film thickness. Dividing this force by $Y$ gives a length, the natural scale of the surface displacement. Since field times film thickness is the voltage, the displacement per volt is about $16.6/(150\times10^9)$ m/V, or 111 pm/V. This is not small beside the estimate for the film itself.

## Exact solution for the rigid substrate

With stresses $T_i$ and strains $S_i$, the linear laws needed are

$$S_1=s_{11}T_1+s_{12}T_2+s_{13}T_3+d_{31}E,$$
$$S_3=s_{13}(T_1+T_2)+s_{33}T_3+d_{33}E.$$

The rigid bond imposes $S_1=S_2=0$ and no in-plane shear strain. The free top face imposes $T_3=0$ and no shear stress on that face. Far from the edges the state is uniform, so these conditions hold through the whole thickness. The material is isotropic in the plane, hence $T_1=T_2$, and the first law becomes

$$0=(s_{11}+s_{12})T_1+d_{31}E
\quad\Rightarrow\quad T_1=-\frac{d_{31}E}{s_{11}+s_{12}}.$$

Because $d_{31}<0$, this stress is tensile. Inserting it in the second law gives

$$S_3=2s_{13}T_1+d_{33}E,\qquad
\boxed{d_{33,f}=d_{33}-\frac{2d_{31}s_{13}}{s_{11}+s_{12}}}.$$

Both $d_{31}$ and $s_{13}$ are negative. Their product is positive, and the correction lowers the coefficient. With $s_{11}+s_{12}=11.72$ in the units above,

$$d_{33,f}=593-\frac{2\times274\times8.45}{11.72}=593-395.1=197.9\ \text{pm/V}.$$

Clamping leaves one third of the free value. At 0.1 V the thickness grows by 0.0198 nm instead of 0.0593 nm. The stress is $T_1/E=274/11.72=23.38\ \mathrm{C/m^2}$, or 2.34 MPa at this voltage.

The stiffness form offers a second route. Let $c=s^{-1}$ and $e=dc$. With zero in-plane strain, $T_3=c_{33}S_3-e_{33}E=0$, so $d_{33,f}=e_{33}/c_{33}$. The two forms agree because the (1,3) element of $sc=1$ reads

$$(s_{11}+s_{12})c_{13}+s_{13}c_{33}=0,$$

while $e_{33}=2d_{31}c_{13}+d_{33}c_{33}$. Dividing the latter by $c_{33}$ and eliminating $c_{13}/c_{33}$ returns the boxed formula. The separate values need the further constant $s_{33}=20.7$ (same units), though their ratio does not depend on it. Numerical inversion of the full matrix gives $e_{33}=23.24\ \mathrm{C/m^2}$ and $c_{33}=117.4$ GPa, and again 197.9 pm/V.

### A second case: one direction held

In a long, tall and narrow ridge, most of the material is free to contract across the ridge but not along it. Then $T_1=0$ and $S_2=0$, so $T_2=-d_{31}E/s_{11}$ and

$$\frac{S_3}{E}=d_{33}-\frac{d_{31}s_{13}}{s_{11}}=452.7\ \text{pm/V}.$$

A finite-element calculation of a strip on a rigid base, with uniform field and no strain along its length, connects the two cases. The displacement per volt at the centre of the top face is about 451 pm/V for a width of 0.05 thicknesses, about 416 pm/V for a width equal to the thickness, and 198.0 pm/V for a width of 20 thicknesses. (The meshes behind the listed output give 450.6 and 415.3 pm/V; refinement raises these by about 0.4 and 1 pm/V.) These values also use $s_{33}=20.7$ and $s_{44}=43.5$, and they rest on the imposed uniform field. If the potential is solved together with the strain, the field becomes uneven near the clamped base; the value for equal width and thickness then falls by about 4 pm/V to about 412 pm/V, the narrow value by about 0.5 pm/V, and the wide value is unchanged. A rigid base is therefore not enough for the boxed result; the film must also be wide.

## Exact solution for the elastic wafer

### Small electrode

The electrode is much wider than the film is thick and much smaller than the wafer thickness, and the back of the wafer is held flat, so the wafer acts nearly as a half-space. (With a free back the wafer would also bend downward under the electrode, which lowers the net rise of the top face by an amount that grows with the distance of the reference point, roughly 7 pm/V at 1 mm and 14 pm/V at 5 mm for these sizes.) Let $z$ point into it. First apply a tangential surface traction $t=t_0\cos x$, with lengths measured in units of the inverse wave number. Try the decaying displacements

$$u_x=(A+Bz)e^{-z}\cos x,\qquad u_z=(C+Dz)e^{-z}\sin x.$$

Their divergence is $\Theta=[D-C-A-(B+D)z]e^{-z}\sin x$. Equilibrium requires $(\lambda+G)\nabla\Theta+G\nabla^2\mathbf u=0$, where $G$ is the shear modulus, $\lambda=2G\nu/(1-2\nu)$ and hence $\lambda+G=G/(1-2\nu)$. Since $\nabla^2u_x=-2Be^{-z}\cos x$, the $x$ component gives

$$D=-B,\qquad A+B+C=-2(1-2\nu)B.$$

The $z$ component repeats the second condition. Two surface conditions remain.

1. No normal stress: $\lambda\Theta+2G\,\partial_zu_z=0$ at $z=0$. There $\Theta=2(1-2\nu)B\sin x$ and $\partial_zu_z=(D-C)\sin x$, so $4G\nu B-2G(B+C)=0$. Hence $C=-(1-2\nu)B$, and then $A=-2(1-\nu)B$.
2. Given shear: $\sigma_{xz}=G(B-A+C)\cos x=2GB\cos x$. The outward normal is $-z$, so $t=-\sigma_{xz}$ and $B=-t_0/(2G)$.

Therefore $C=(1-2\nu)t_0/(2G)$. With $G=Y/[2(1+\nu)]$, the surface slope is

$$\frac{du_z}{dx}=\beta t,\qquad \beta=\frac{(1-2\nu)(1+\nu)}{Y}.$$

The factor $\beta$ does not depend on wavelength. Waves in all in-plane directions can thus be superposed, and $\nabla u_z=\beta\,\mathbf t$ for any traction that is a gradient.

The film supplies such a traction. Let $N$ be its in-plane force per unit length, equal to $T_1t_f$ under the electrode and zero outside, with $t_f$ the film thickness. Force balance on a film element gives the traction on the wafer as $\mathbf t=\nabla N$, an inward pull at the electrode edge. Hence $u_z=\beta N$: in the limit of a film much thinner than the electrode radius, the surface under the electrode sinks uniformly. Per volt,

$$\frac{u_z}{V}=\frac{0.6\times1.2}{150\times10^9}\times23.38\ \text{m/V}=112.2\ \text{pm/V}.$$

The top face, measured against the distant surface, rises by only $197.9-112.2=85.7$ pm/V in this limit. The film still thickens by nearly the clamped amount. The in-plane strain that the wafer allows is of order $N/(Y\times\text{radius})$, which raises the film coefficient by a few pm/V at the centre (the scale is 4.5 pm/V) and by more near the rim. The value 85.7 pm/V is therefore a limit: for the stated film, electrode and wafer sizes the full layered elastic problem gives about 90 pm/V at the centre and a little over 100 pm/V at nine tenths of the radius.

### Free chip electroded all over

Now the film covers the whole upper surface of a plate. Its traction on the wafer acts at the rim; away from the rim the wafer carries a uniform in-plane force and bending moment that balance the film tension $N$. Measure $z$ upward from the mid-plane and write the wafer strain as $\varepsilon_0+\kappa z$. Equal strain in both directions gives the stress $M_s(\varepsilon_0+\kappa z)$ with $M_s=Y/(1-\nu)=187.5$ GPa. For a thin film, zero total force and zero total moment require

$$M_st_s\varepsilon_0+N=0,\qquad \frac{M_st_s^3\kappa}{12}+\frac{Nt_s}{2}=0.$$

Hence $\kappa=-6N/(M_st_s^2)$, and the strain at the film is $\varepsilon_0+\kappa t_s/2=-4N/(M_st_s)$. At 0.1 V this strain is $-1.0\times10^{-7}$. It relaxes the tension slightly and raises the film coefficient by 1.44 pm/V, so the in-plane clamping of the film is nearly perfect. The wafer itself, compressed in the plane, thickens by $2\nu N/[(1-\nu)M_s]$, about 62 pm/V, which a measurement of the total thickness would include.

The curvature magnitude, however, is $2.99\times10^{-4}\ \mathrm{m^{-1}}$. Over a radius of 5 mm the height difference between centre and edge is $|\kappa|(5\ \text{mm})^2/2=3.74$ nm, 189 times the thickness change of the film. A measurement of the top face alone could record mostly this bow, depending on where the chip is held.

## Comparison of estimate and solution

For the rigid substrate the estimate was 312 pm/V and the solution is 198 pm/V. The estimate has the right sign and order, but its correction of 281 pm/V is too small by the factor

$$\frac{s_{11}}{s_{11}+s_{12}}=\frac{16.5}{11.72}\approx1.41.$$

The missing physics is the coupling between the two pulls. Tension along axis 1 makes the film contract along axis 2, so holding both directions needs more tension than two independent pulls. Holding one direction costs 140 pm/V; holding both costs 395 pm/V, more than twice as much.

For the small electrode the estimate of 111 pm/V lies very close to the solution, 112.2 pm/V, but by cancellation. The stress was too low by the same factor 1.41, while the omitted factor $(1-2\nu)(1+\nu)=0.72$ made the displacement too high.

## What the number means for a real film

The value 198 pm/V is a difference of larger terms, so it inherits their errors strongly. If the five constants had independent standard errors of 5%, the linear spread would be

$$0.05\sqrt{593^2+395.1^2\left(2+\frac{16.5^2+4.78^2}{11.72^2}\right)}\approx50\ \text{pm/V},$$

a quarter of the result. "About 200 pm/V" is as much as the inputs support.

The wafer values are round numbers typical of a stiff semiconductor, treated as isotropic. On a cubic wafer such as (001) silicon the factor $\beta$ depends on the in-plane direction of the wave (it corresponds to about 102 pm/V along [100] and 96 pm/V along [110] instead of 112 pm/V), so a single $\beta$ and uniform sinking are properties of the isotropic model. The field, 0.001 MV/cm, is about one eighth of a rough bulk coercive field of 0.008 MV/cm and 0.2% of a rough breakdown field of 0.5 MV/cm. Electrostatic attraction between the electrodes adds a compressive strain of relative size at most about $3\times10^{-4}$, a bound formed from the free compliance and permittivity; the pressure $\epsilon E^2/2$ on the clamped film gives a few times $10^{-5}$. This is not the leading departure from linearity: if the strain goes as the square of the polarization, the quadratic term has relative size $\Delta P/(2P_r)$, a few times $10^{-3}$ for a remanent polarization $P_r$ near $0.3\ \mathrm{C/m^2}$, and the field dependence of domain-wall motion in a soft ceramic at one eighth of the coercive field is not bounded by this model. The weakest assumption is that a film keeps the bulk constants. The bulk $d_{33}$ of a soft ceramic includes domain-wall motion, which grain size, stress and clamping can change in a film. Measured coefficients of PZT films are roughly of order 100 pm/V, but this linear model cannot say how much of the difference comes from domain walls and how much from composition, texture or substrate motion. The numerical output below lists the inputs and the main results.

## Numbers as computed

```
Input s11, s12, s13: 16.5, -4.78, -8.45 1e-12 m^2/N
Input s33, s44: 20.7, 43.5 1e-12 m^2/N
Input d31, d33, d15: -274, 593, 741 pm/V
Input relative permittivity (free): 3400
s11 + s12: 11.72 1e-12 m^2/N
Poisson correction: 395.1 pm/V
Clamped coefficient, formula: 197.9 pm/V
Clamped / free coefficient: 0.334
Stiffness c33: 117.4 GPa
Piezoelectric e33: 23.24 C/m^2
Clamped coefficient, e33/c33: 197.9 pm/V
Wrong sign of correction would give: 988.1 pm/V
Strip width/thickness 20, centre: 198.0 pm/V
Strip width/thickness 1, centre: 415.3 pm/V
Strip width/thickness 0.05, centre: 450.6 pm/V
One in-plane direction held, formula: 452.7 pm/V
Assumed standard error of each constant: 5 %
Resulting spread, linear: 50 pm/V
Resulting spread, sampled: 50 pm/V
Film thickness: 1000 nm
Voltage: 0.1 V
Field: 0.0010 MV/cm
In-plane stress per field: 23.38 C/m^2
In-plane tensile stress: 2.34 MPa
Free thickness change: 0.0593 nm
Clamped thickness change: 0.0198 nm
Wafer Young modulus: 150 GPa
Wafer Poisson ratio: 0.2
Wafer thickness: 500 um
Small electrode radius: 50 um
Surface sinking under electrode: 112.2 pm/V
Top-face motion, small electrode: 85.7 pm/V
Edge relaxation, order of size: 4.5 pm/V
Free chip radius: 5 mm
Wafer biaxial modulus: 187.5 GPa
Chip curvature, thin-film formula: 2.992e-04 1/m
Chip curvature, sliced plate: 2.988e-04 1/m
Film strain, thin-film formula: -9.975e-08
Film strain, sliced plate: -9.969e-08
Chip bow, centre to edge: 3.74 nm
Bow / clamped thickness change: 189
Coefficient gained by plate relaxation: 1.44 pm/V
Electrostatic / piezoelectric strain scale: 3.1e-04
Rough coercive field, input: 0.008 MV/cm
Field / rough coercive field: 0.125
Rough breakdown field, input: 0.5 MV/cm
Field / rough breakdown field: 0.0020
```
